# Momentum-conserving tunnelling between parallel two-dimensional electron gases: test program

```python
"""Tunnelling between two parallel 2D electron gases with conserved momentum.

Result under test (atomic units, conductance G per area, spin factor 2):
  zero field:  G = (2 m t^2/pi) gam / ((EF1-EF2)^2 + gam^2)
  in-plane field B displaces the Fermi circles by q = B d; G then peaks near
  q = |k1-k2| and q = k1+k2, where the circles touch.
Symbols: m mass, t tunnel matrix element, d layer separation, EFi Fermi
energies, ki Fermi wavevectors, gi = half of the level width Gamma_i,
gam = g1+g2, kap = g1/v1 + g2/v2 with Fermi velocities vi.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

HA = sc.physical_constants["Hartree energy in eV"][0]
A0 = sc.physical_constants["Bohr radius"][0] * 1e10          # angstrom
B_AU = sc.physical_constants["atomic unit of mag. flux density"][0]
SI_G = sc.e**2 / sc.hbar * 1e20      # (e^2/hbar)/angstrom^2 in S/m^2

m = 0.07
d = 200.0 / A0
t = 1e-6 / HA
g1, g2 = 1.0e-4 / HA, 1.5e-4 / HA
gam = g1 + g2
n_match = 1.5e-5 * A0**2
n1, n2 = 2.0e-5 * A0**2, 1.0e-5 * A0**2


def fermi_energy(n):
    return np.pi * n / m


def lorentz(x, g):
    return g / np.pi / (x * x + g * g)


def momentum_sum(E1, E2, q):
    """Definition: plain Cartesian sum over k of both spectral functions."""
    h = 5e-5 * A0
    kx = np.arange(-0.045 * A0, 0.030 * A0, h)[:, None]
    ky = ((np.arange(700) + 0.5) * h)[None, :]
    a1 = lorentz(E1 - (kx**2 + ky**2) / (2 * m), g1)
    a2 = lorentz(E2 - ((kx + q)**2 + ky**2) / (2 * m), g2)
    return 4 * np.pi * t**2 * 2 * np.sum(a1 * a2) * h * h / (2 * np.pi)**2


def conductance(E1, E2, q, s=1.0, N=20000):
    """Same integral, angle done in closed form; level widths scaled by s."""
    ga, gb = s * g1, s * g2
    lo = np.arctan2(-E1, ga)
    step = (np.pi / 2 - lo) / N
    eps = np.abs(E1 + ga * np.tan(lo + (np.arange(N) + 0.5) * step))
    Q = q * q / (2 * m)
    z = E2 - eps - Q + 1j * gb
    c = 2 * np.sqrt(eps * Q)
    angle_mean = -(1 / (np.sqrt(z - c) * np.sqrt(z + c))).imag / np.pi
    return 2 * m * t**2 * np.sum(angle_mean) * step / np.pi


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


# Prefactor: two decaying levels per k, Green function to all orders in t
def green_function_peak(tt):
    x = np.linspace(-200 * gam, 200 * gam, 40001)
    M = np.zeros((x.size, 2, 2), complex)
    M[:, 0, 0] = x + 1j * g1
    M[:, 1, 1] = x + 1j * g2
    M[:, 0, 1] = M[:, 1, 0] = -tt
    trans = 4 * g1 * g2 * np.abs(np.linalg.inv(M)[:, 0, 1])**2
    return 2 / (2 * np.pi) * m / (2 * np.pi) * np.sum(trans) * (x[1] - x[0])


G0 = 2 * m * t**2 / (np.pi * gam)
assert close(green_function_peak(t), G0, 1e-3)
for tt in (0.3 * np.sqrt(g1 * g2), np.sqrt(g1 * g2)):
    low = 2 * m * tt**2 / (np.pi * gam)
    assert close(green_function_peak(tt) / low,
                 1 / (1 + tt**2 / (g1 * g2)), 1e-3)

# Lorentzian in the Fermi-energy mismatch, against the momentum sum
EF = fermi_energy(n_match)
for x in (0.0, 0.5, 1.0, 2.0, 4.0):
    formula = 2 * m * t**2 / np.pi * gam / ((x * gam)**2 + gam**2)
    assert close(momentum_sum(EF + x * gam, EF, 0.0), formula, 2e-3)
peak = conductance(EF, EF, 0.0)


def above_half(E):
    return conductance(E, EF, 0.0) - peak / 2


fwhm = (brentq(above_half, EF, EF + 3 * gam)
        - brentq(above_half, EF - 3 * gam, EF))
assert close(fwhm, 2 * gam, 5e-3)

# Temperature: average over energy with the derivative of the Fermi function
kT = 5e-4 / HA


def thermal(E1, E2, q):
    E = np.linspace(-12 * kT, 12 * kT, 241)
    w = 1 / (4 * kT * np.cosh(E / (2 * kT))**2)
    vals = np.array([conductance(E1 + e, E2 + e, q) for e in E])
    return np.sum(w * vals) * (E[1] - E[0])


th_peak = thermal(EF, EF, 0.0)
th_half = thermal(EF + gam, EF, 0.0)
assert close(th_peak, peak, 2e-3) and close(th_half / th_peak, 0.5, 4e-3)

# Bias V at fixed matched densities, zero temperature
nodes, weights = np.polynomial.legendre.leggauss(8)


def current(V):
    E = V * (nodes + 1) / 2
    vals = [conductance(EF + e - V, EF + e, 0.0) for e in E]
    return V / 2 * np.dot(weights, vals)


for x in (0.5, 1.0, 3.0):
    assert close(current(x * gam), G0 * x * gam / (1 + x * x), 5e-3)
V_peak = minimize_scalar(lambda x: -current(x * gam) / (G0 * gam),
                         bounds=(0.3, 3), method="bounded").x * gam
assert close(V_peak, gam, 1e-2)


def slope_excess(x):
    h = 0.02
    return (current((x + h) * gam) - current((x - h) * gam)) / (
        2 * h * gam * G0) - 0.5


V_half = brentq(slope_excess, 0.2, 0.9) * gam
assert close(V_half, gam * np.sqrt(np.sqrt(5) - 2), 1e-2)

# Unmatched layers: touching wavevectors
E1, E2 = fermi_energy(n1), fermi_energy(n2)
k1, k2 = np.sqrt(2 * m * E1), np.sqrt(2 * m * E2)
kap = m * (g1 / k1 + g2 / k2)
q_in, q_out = k1 - k2, k1 + k2
B_in, B_out = q_in / d, q_out / d

# Displacement q = B d from a double well diagonalized in the field
h = 2.5 / A0
zz = (np.arange(-120, 120) + 0.5) * h
well = np.where(np.abs(np.abs(zz) - d / 2) < 75 / A0, 0.0, 0.3 / HA)


def lowest_level(k):
    diag = 1 / (m * h * h) + well + (k + B_out * zz)**2 / (2 * m)
    off = np.full(zz.size - 1, -1 / (2 * m * h * h))
    return eigh_tridiagonal(diag, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


mins = [minimize_scalar(lambda u: lowest_level(u * q_out) * HA, bounds=b,
                        method="bounded").x * q_out
        for b in ((-0.9, -0.1), (0.1, 0.9))]
q_well = mins[1] - mins[0]
assert close(q_well, B_out * d, 1e-2)

# Angle-integrated form against the plain momentum sum
q_mid = (q_in + q_out) / 2
for q in (0.0, q_in, q_mid, q_out):
    assert close(conductance(E1, E2, q), momentum_sum(E1, E2, q), 2e-3)


# Sharp-state formula against the integral with narrow levels
def sharp(q):
    return 4 * m**2 * t**2 / (np.pi * np.sqrt(
        (q_out**2 - q * q) * (q * q - q_in**2)))


for q in (0.7 * q_in + 0.3 * q_out, q_mid, 0.3 * q_in + 0.7 * q_out):
    assert close(conductance(E1, E2, q, 0.25, 80000), sharp(q), 1e-2)


# Rounded peaks at the two touchings, for full and quarter level widths
def find_peak(q_touch, s):
    w = s * kap
    r = minimize_scalar(
        lambda u: -conductance(E1, E2, q_touch + u * w, s, 80000) / G0,
        bounds=(-3, 3), method="bounded", options={"xatol": 1e-3})
    return r.x, -r.fun * G0


found = {}
for name, qt, sign in (("inner", q_in, 1), ("outer", q_out, -1)):
    C = np.sqrt(2) * m**2 * t**2 / (np.pi * np.sqrt(k1 * k2 * qt))
    for s, tol_pos, tol_height in ((1.0, 0.12, 0.06), (0.25, 0.06, 0.03)):
        u, height = find_peak(qt, s)
        predicted = C * (np.sqrt(3) / 2)**1.5 / np.sqrt(s * kap)
        # neglected terms are of relative order kap/|k1-k2| and kap/k2
        assert abs(u - sign / np.sqrt(3)) < tol_pos
        assert close(height, predicted, tol_height)
        found[name, s] = (qt + u * s * kap, height, predicted)

# Matched layers in a weak in-plane field
kF = np.sqrt(2 * m * EF)
kap_m = m * gam / kF
for x in (0.5, 1.0, 2.0, 4.0):
    assert close(conductance(EF, EF, x * kap_m), G0 / np.sqrt(1 + x * x), 1e-2)
q_half = brentq(lambda u: conductance(EF, EF, u * kap_m) / peak - 0.5,
                0.5, 4) * kap_m
assert close(q_half, np.sqrt(3) * kap_m, 1e-2)

# Heat lowers the outer touching peak more than the inner one
heat = {}
for name in ("inner", "outer"):
    qp, hp, _ = found[name, 1.0]
    heat[name] = thermal(E1, E2, qp) / hp
assert heat["outer"] < heat["inner"] < 1 and heat["outer"] < 0.7

per_A2 = 1 / A0**2
U = "(e^2/hbar)/A^2"
print(f"mass m = {m:.2f} electron masses; separation d = {d*A0:.0f} A")
print(f"matrix element t = {t*HA:.1e} eV")
print(f"level widths Gamma1, Gamma2 = {2*g1*HA:.2e}, {2*g2*HA:.2e} eV")
print(f"half width gam = {gam*HA:.3e} eV")
print(f"4t^2/(Gamma1 Gamma2) = {t*t/(g1*g2):.2e}")
print("MATCHED LAYERS")
print(f"density each = {n_match*per_A2:.2e} A^-2")
print(f"Fermi energy = {EF*HA:.4e} eV; kF = {kF/A0:.5f} A^-1")
print(f"peak G, formula  = {G0*per_A2:.4e} {U}")
print(f"peak G, k sum    = {momentum_sum(EF, EF, 0.0)*per_A2:.4e} {U}")
print(f"peak G converted = {G0*per_A2*SI_G:.3e} S/m^2")
print(f"full width in EF1-EF2, numerical = {fwhm*HA:.4e} eV")
print(f"Gamma1+Gamma2 = {2*gam*HA:.4e} eV")
print(f"half width in density = {m*gam/np.pi*per_A2:.3e} A^-2")
print(f"band-bottom correction at peak = {g1*g2*gam/(3*np.pi*EF**3):.1e}")
print(f"thermal test: kT = {kT*HA:.1e} eV")
print(f"peak G(T)/G(0) = {th_peak/peak:.5f}")
print(f"G(T) at mismatch gam / peak G(T) = {th_half/th_peak:.5f}")
print(f"current peak at eV = {V_peak*HA:.4e} eV")
print(f"dI/dV halved at eV = {V_half*HA:.4e} eV = {V_half/gam:.4f} gam")
print(f"kap (matched) = {kap_m/A0:.3e} A^-1")
print(f"G halved at q = {q_half/A0:.3e} A^-1, B = {q_half/d*B_AU:.3f} T")
print("UNMATCHED LAYERS")
print(f"densities = {n1*per_A2:.2e}, {n2*per_A2:.2e} A^-2")
print(f"Fermi energies = {E1*HA:.4e}, {E2*HA:.4e} eV")
print(f"k1, k2 = {k1/A0:.5f}, {k2/A0:.5f} A^-1")
print(f"kap = {kap/A0:.3e} A^-1; kap/(k1-k2) = {kap/q_in:.3f}")
print(f"inner touching q = {q_in/A0:.5f} A^-1, B = {B_in*B_AU:.3f} T")
print(f"outer touching q = {q_out/A0:.5f} A^-1, B = {B_out*B_AU:.3f} T")
print(f"double well at outer field: shift = {q_well/A0:.5f} A^-1")
for name in ("inner", "outer"):
    qp, hp, pred = found[name, 1.0]
    sign = 1 if name == "inner" else -1
    q_pred = (q_in if name == "inner" else q_out) + sign * kap / np.sqrt(3)
    print(f"{name} peak q: numerical {qp/A0:.5f}, formula {q_pred/A0:.5f} A^-1")
    print(f"{name} peak field, numerical = {qp/d*B_AU:.3f} T")
    print(f"{name} peak G: numerical {hp*per_A2:.3e},"
          f" formula {pred*per_A2:.3e} {U}")
    print(f"{name} peak gain, widths cut to 1/4 = {found[name, .25][1]/hp:.3f}")
    print(f"{name} G(T)/G(0) at peak field = {heat[name]:.3f}")
for label, q in (("q = 0", 0.0), ("midway", q_mid), ("1.2(k1+k2)", 1.2 * q_out)):
    print(f"G at {label} = {conductance(E1, E2, q)*per_A2:.3e} {U}")
print(f"sharp-state G midway (q = {q_mid/A0:.5f} A^-1)"
      f" = {sharp(q_mid)*per_A2:.3e} {U}")
print("PASS")
```

Printed output:

```
mass m = 0.07 electron masses; separation d = 200 A
matrix element t = 1.0e-06 eV
level widths Gamma1, Gamma2 = 2.00e-04, 3.00e-04 eV
half width gam = 2.500e-04 eV
4t^2/(Gamma1 Gamma2) = 6.67e-05
MATCHED LAYERS
density each = 1.50e-05 A^-2
Fermi energy = 5.1297e-03 eV; kF = 0.00971 A^-1
peak G, formula  = 2.3393e-11 (e^2/hbar)/A^2
peak G, k sum    = 2.3393e-11 (e^2/hbar)/A^2
peak G converted = 5.694e+05 S/m^2
full width in EF1-EF2, numerical = 5.0000e-04 eV
Gamma1+Gamma2 = 5.0000e-04 eV
half width in density = 7.310e-07 A^-2
band-bottom correction at peak = 2.9e-06
thermal test: kT = 5.0e-04 eV
peak G(T)/G(0) = 0.99996
G(T) at mismatch gam / peak G(T) = 0.50000
current peak at eV = 2.5000e-04 eV
dI/dV halved at eV = 1.2148e-04 eV = 0.4859 gam
kap (matched) = 2.366e-04 A^-1
G halved at q = 4.098e-04 A^-1, B = 0.135 T
UNMATCHED LAYERS
densities = 2.00e-05, 1.00e-05 A^-2
Fermi energies = 6.8397e-03, 3.4198e-03 eV
k1, k2 = 0.01121, 0.00793 A^-1
kap = 2.558e-04 A^-1; kap/(k1-k2) = 0.078
inner touching q = 0.00328 A^-1, B = 1.081 T
outer touching q = 0.01914 A^-1, B = 6.298 T
double well at outer field: shift = 0.01913 A^-1
inner peak q: numerical 0.00342, formula 0.00343 A^-1
inner peak field, numerical = 1.125 T
inner peak G: numerical 3.539e-12, formula 3.544e-12 (e^2/hbar)/A^2
inner peak gain, widths cut to 1/4 = 2.002
inner G(T)/G(0) at peak field = 0.787
outer peak q: numerical 0.01898, formula 0.01899 A^-1
outer peak field, numerical = 6.247 T
outer peak G: numerical 1.479e-12, formula 1.468e-12 (e^2/hbar)/A^2
outer peak gain, widths cut to 1/4 = 1.988
outer G(T)/G(0) at peak field = 0.410
G at q = 0 = 1.243e-13 (e^2/hbar)/A^2
G at midway = 6.457e-13 (e^2/hbar)/A^2
G at 1.2(k1+k2) = 1.106e-14 (e^2/hbar)/A^2
sharp-state G midway (q = 0.01121 A^-1) = 6.464e-13 (e^2/hbar)/A^2
PASS
```
